Why smooth disorder spares one channel in zigzag graphene ribbons

**Question.** A long graphene ribbon with zigzag edges carries several channels and contains static disorder. If the disorder is smooth on the scale of the lattice, the conductance stops falling when one channel is left. If it varies from atom to atom, the conductance goes on falling towards zero. Why does one channel survive, and what removes its protection?

**The ribbon and its two valleys**

Take N zigzag lines running along x, with period a. Line m has one A atom and one B atom per period. Electrons hop between nearest neighbours with amplitude −t; spin enters as a factor of two. Energy E is measured from the Dirac point.

An A atom has two B neighbours in its own line, at distances ±a/2 along x. For a Bloch wave of wave number k they combine into the amplitude −w, with

w = 2t cos(ka/2).

Neighbouring lines are joined by single bonds −t. The ribbon is thus a finite chain with alternating bonds:

E A_m = −w B_m − t B_{m−1}
E B_m = −w A_m − t A_{m+1}

with B_0 = A_{N+1} = 0. At E = 0 the second equation gives A_{m+1} = −(w/t)A_m. This decays away from the edge when |w| < t, that is for ka between 2π/3 and 4π/3. These edge states form a nearly flat band joining the two Dirac points. Beyond 4π/3 the upper flat band rises with k, so it moves right; below 2π/3 it rises as k decreases, so it moves left. Each valley receives one end of this band, and that end is the unpaired mover.

**Counting the movers**

The count follows from the levels at two values of k.

At ka = π, w = 0. The atoms A_1 and B_N are isolated and have energy 0. The others form N−1 dimers with energies ±t.

At k = 0, w = 2t. Write the first equation as Eψ_A = −(w + tS)ψ_B, where S shifts the components by one line. A shift cannot lengthen a vector, so

|E| ‖ψ_A‖ ≥ (2t − t)‖ψ_B‖ = t‖ψ_B‖.

Hence E = 0 is impossible: it would give ψ_B = 0, and the same argument for the second equation gives ψ_A = 0. For E ≠ 0, reversing the sign of ψ_B gives a state at −E. Orthogonality of the two states requires ‖ψ_A‖ = ‖ψ_B‖, so |E| ≥ t. Equality would need Sψ_B = −ψ_B, which a shift that pushes every vector out of a finite chain cannot satisfy. So N levels lie above t and N below −t.

Now follow every band from ka = π to 2π, the half-zone containing the valley near 4π/3, called K′. An upward crossing of E has positive velocity and is a right mover; a downward crossing is a left mover. For each band, upward minus downward crossings equal 1 if it starts below E and ends above, −1 in the opposite case, and 0 otherwise. The spectrum at 2π is that at 0. Summing over bands for 0 < E < t, away from band extrema,

(right − left) in K′ = N − (N − 1) = 1.

For −t < E < 0 the two edge levels also lie above E at ka = π, and the result is N − (N + 1) = −1. Time reversal takes k to −k and reverses velocities, so the valley K near 2π/3 has the opposite excess. The whole ribbon has equal numbers of right and left movers. Any protection must therefore rest on keeping the valleys apart.

**From the excess to a perfect channel**

Let K′ have n+1 right movers and n left movers, and let the disorder conserve valley. Waves arriving from the left have n+1 amplitudes, while reflected waves have n. The reflection matrix ρ is n×(n+1): n equations ρc = 0 for n+1 unknowns have a nonzero solution c. With τ the transmission matrix, current conservation reads

τ†τ + ρ†ρ = 1, so τ†τ c = c.

This combination of incoming waves is fully transmitted. Its composition depends on the disorder; its existence does not. For n = 0 the valley offers no reflected wave at all.

The total conductance also follows. Let T_→ and T_← be the summed transmissions in K′ from the left and from the right, and let ρ′ describe reflection of waves arriving from the right. Unitarity applied to the n+1 waves leaving on the right, and to the n waves arriving from the right, gives

T_→ + tr ρ′ρ′† = n + 1
T_← + tr ρ′†ρ′ = n.

The traces are equal, so T_→ = 1 + T_←. Time reversal turns leftward transmission in K′ into rightward transmission in K, which therefore also equals T_←. Per spin,

g = T_→ + T_← = 1 + 2T_←, G = (2e²/h) g.

Thus g ≥ 1. The remaining channels have ordinary partners to scatter into. When phase-coherent scattering localizes them, T_← → 0 and g → 1.

If the valleys mix, a right mover can be reflected into any of 2n+1 left movers. The reflection matrix is square and need have no null vector. Time reversal does not rescue the channel. Pair each incoming wave with its complex conjugate as the outgoing wave, and let c_out = S c_in. The reversed process gives c_in* = S c_out*. Conjugating, S*S = 1; with S†S = 1 this means S = Sᵀ. A symmetric matrix may have diagonal elements, so reflection of a right mover of K′ into its time-reversed partner in K is allowed.

**How fast atomic disorder localizes one channel**

Consider an energy with a single right mover φ_j e^{ikna}, where n now numbers periods, j labels atoms in a period, Σ|φ_j|² = 1, and the velocity is u. To first order in the potential V, the reflected wave is GVψ, with G the Green function of the clean ribbon. To the left of a source its travelling part comes from the pole at −k. There E − E_{k′} + i0 = ħu(k′ + k) + i0, and the integral over k′ with measure a dk′/2π gives −2πi · a/(2πħu) = −ia/(ħu). The left mover is φ_j* e^{−ikna}, so projecting on it gives

r = −(ia/ħu) Σ_n Σ_j V_{nj} φ_j² e^{2ikna}.

For independent site energies of zero mean and rms σ, cross terms vanish on averaging. The mean reflection per period is

p = (a/ħu)² σ² Σ_j |φ_j|⁴.

To reach long ribbons, join two pieces with transmissions T₁, T₂ and reflections R₁, R₂. Summing the repeated reflections between them gives

T = T₁T₂ / |1 − √(R₁R₂) e^{iθ}|².

If the phase θ is uniformly distributed, the average of ln|1 − ze^{iθ}| is zero for 0 ≤ z < 1, since each term of its power series averages to zero. Then ⟨ln T⟩ is additive. A short piece contributes ln(1 − R) ≈ −R, so for length L

⟨ln T⟩ = −pL/a = −L/ℓ, ℓ = a/p.

This is the leading order in σ, and it requires σ well below the channel's energy.

**How smooth is smooth enough**

Let the potential have the correlation

⟨V(r)V(r′)⟩ = V₀² exp(−|r − r′|²/4ξ²).

The Bloch matrix can be made real by writing φ_j = χ_j e^{ikx_j} with real χ_j. The Born amplitude then contains χ_j² e^{2ikx}. Put 2k = 2π/a + q. Atoms lie at whole or half multiples of a, so e^{2πix/a} is a sign s_j = ±1, and the remaining factor is e^{iqx}. For ξ larger than about a, the sum over periods may be replaced by an integral:

∫ dx e^{iqx} exp(−x²/4ξ²) = 2√π ξ exp(−q²ξ²).

The omitted terms have wave numbers shifted by multiples of 2π/a; for q < π/a, as in the N = 14 case below, they are larger than q in magnitude and more strongly suppressed. (Near the top of the one-channel window of the narrowest ribbons q exceeds π/a, and the term at q − 2π/a must be kept.) Hence

p ≈ (a/ħu)² V₀² (2√π ξ/a) exp(−q²ξ²) Σ_{jj′} s_j s_{j′} χ_j² χ_{j′}² exp[−(y_j − y_{j′})²/4ξ²].

At the Dirac point k = 4π/3a, so q = 2π/3a. The transverse sum has alternating signs from line to line on each sublattice. For a slowly varying f_m,

f_1 − f_2 + f_3 − … = ½f_1 + ½(f_1 − f_2) − ½(f_2 − f_3) + …

Inside the ribbon neighbouring terms nearly cancel; what remains is mainly a boundary term. The edges thus supply the transverse momentum that a smooth potential lacks. The protection is approximate, but at this order intervalley reflection falls as ξ exp(−q²ξ²) times the transverse sum, which changes with ξ much more slowly than the Gaussian.

**The second condition: no change of sign**

A smooth potential must also keep the local energy E − V between 0 and t (for holes, between −t and 0). The upper part of this window asks for more smoothness: as E − V approaches t the movers of the two valleys draw together near ka = π. For N = 14 their smallest separation falls from 0.48π/a at 0.35t to 0.13π/a at 0.8t, where a range of three periods no longer conserves valley. The lower limit is of a different kind. Suppose a single-channel ribbon passes from E − V > 0 on the left to E − V < 0 on the right. In K′ the left part has only a right mover, the right part only a left mover. Both run towards the junction and none leaves it. Current conservation then forces a change of valley, however smooth the junction is.

The flat band provides the route, and its two edge states decide the outcome. Take a_m = (−w/t)^{m−1} on the A atoms and b_m = (−w/t)^{N−m} on the B atoms. Acting with H on b gives zero on every A atom except the first, where it gives −w b_1. Apart from normalization, the coupling of the edges is therefore

⟨a|H|b⟩ = −w(−w/t)^{N−1} = t(−w/t)^N.

For even N this keeps its sign as w passes through zero at ka = π: a + b is the upper state on both sides, a − b the lower. A potential that depends on x alone respects the mirror symmetry exchanging the edges and cannot convert one into the other. A long barrier with E − V < 0 and a single channel inside then reflects the wave; a higher barrier, with further channels inside, transmits a small part. For odd N the coupling changes sign, so a + b runs continuously from the upper to the lower band, and the wave can pass while changing valley.

**Numbers for a narrow ribbon**

Take N = 14, a = 0.246 nm and t = 2.7 eV, the last two being rough values for graphene. The width is 2.84 nm. The second band opens at 0.816 eV and the third at 1.341 eV, so E = 0.540 eV has one channel and E = 0.945 eV has three. At the higher energy the right movers lie at ka/π = 1.446, 1.356 and 0.761. Two belong to K′ and one to K. Their time-reversed partners give one left mover in K′, so n = 1.

The smooth potential has rms 0.108 eV and ξ = 0.738 nm, and is switched off gradually at the ends of each measured section. The leads are clean continuations of the ribbon. In all samples used, E − V stays between 0 and t. Averages over 30 samples at 0.945 eV are:

- 12.3 nm: g = 2.438
- 49.2 nm: g = 1.470
- 246 nm: g = 1.0003

At 12.3 nm the two transmission eigenvalues of K′ average 1.00000 and 0.719. The second is T_←, and the formula gives g = 1 + 2 × 0.719 = 2.438. At 49.2 nm it gives 1 + 2 × 0.235 = 1.470. The disorder is therefore not weak for the other channels: at 246 nm their eigenvalue is 1.7×10⁻⁴, while the first is still 1.00000. The probability leaking between valleys, summed over the incoming channels, is 3.6×10⁻⁷ there. The limiting conductance is

G = 2e²/h = 77.5 μS.

Independent random site energies of rms 0.540 eV act differently. At the same energy and lengths, the typical g, defined as the exponential of ⟨ln g⟩ over 40 samples, is 1.5, then 0.33, then 5.5×10⁻⁴. No plateau remains. This disorder is five times stronger than the smooth one, so the comparison shows the two behaviours but not the effect of range alone.

For the effect of range, hold the rms at 0.108 eV and the energy at 0.540 eV, where there is one channel. The Born localization lengths are:

- independent atoms: 1.6×10³ nm
- ξ = 0.123 nm: 9.4×10³ nm
- ξ = 0.246 nm: 7.5×10⁶ nm
- ξ = 0.369 nm: 6.3×10⁹ nm

In this first-order formula, a range of one lattice period lengthens ℓ by a factor of more than 4000. Here qa = 2.375, so the predicted exponent coefficient is (qa)² = 5.64. After division by ξ, the full lattice sum between ξ = 1.5a and 2a gives 5.65. The lengths for ξ = a and above are formal: they exceed any coherent sample, and at this disorder strength higher orders in V outweigh the small first-order term already at ξ = a. The true lengths are then shorter, though intervalley reflection is still strongly suppressed. Conversely, a 246 nm ribbon with atomic disorder of rms 0.108 eV has ⟨ln T⟩ ≈ −246/1610 = −0.15. It is far from localized; localization needs lengths beyond about 1.6 μm.

**Where the Born formula stops**

Raising the atomic disorder to 0.540 eV multiplies σ² by 25 and shortens the Born length to 1610/25 = 64 nm. Over 172.2 nm this predicts ⟨ln T⟩ = −2.7. The full calculation for 120 samples gives −4.15 ± 0.24, and −1.88 ± 0.13 at half the length. The channel does localize, but faster than the formula says.

The rms here equals the channel's energy, so leading order has no claim to accuracy. In sections of 60 periods, with one set of random patterns scaled to different strengths, the ratio of ⟨−ln T⟩ to its Born value is 1.47 at 0.540 eV, 1.04 at 0.270 eV and 1.01 at 0.135 eV. The additive law was tested in a long, weakly disordered ribbon with N = 4, E = 1.35 eV and rms 0.324 eV. Over 196.8 nm, 150 samples give −3.75 ± 0.17 against −3.69 from the formula.

The sign condition shows up just as clearly. Place a barrier 100 periods long, with smooth flanks of tanh form and width 8a, across the one-channel ribbon. A height of E/2 gives T = 1.0000 for both N = 14 and N = 15. A height of 2E gives T = 1.2×10⁻²⁰ for N = 14 but 1.00 for N = 15. Smoothness alone therefore guarantees neither conserved valley nor transmission.

**What real ribbons change**

Narrow graphene ribbons of a few nanometres exist, but the doping assumed here is heavy. The two energies require 1.1×10¹⁴ and 1.6×10¹⁴ electrons per cm², several times the 2×10¹³ that a planar silicon dioxide gate induces at 1 V/nm, a field close to breakdown. Most of this charge fills the flat band. A wider ribbon has its higher bands at lower energy and spreads the edge charge over more area.

Edge quality is the assumption most directly exposed. One missing edge atom reflects 0.0037 of the wave at 0.540 eV. If many such defects add with random phases, about 1/0.0037 ≈ 270 of them reduce the typical transmission by a factor e. This estimate holds only for isolated single vacancies. Two adjacent missing edge atoms reflect 0.96 of the wave in the same model, so a single such pair nearly blocks the channel. A plateau therefore needs long stretches of intact edge as well as a smooth potential.

Second-neighbour hopping, taken as 0.27 eV, moves the edge level at ka = π to −0.27 eV relative to the Dirac point. The count of levels at k = 0 and ka = π still gives an excess of one at both energies used here, but the sign of the excess now changes at the shifted edge level.

Near neutrality, repulsion matters more. A mean-field Hubbard calculation with on-site repulsion U = t, keeping only its spin part, gives an edge moment of 0.27 electron spins (up minus down occupation) and a gap of about 0.3 eV. At 0.540 eV the flat band is filled for both spins and the moment vanishes in that calculation. The channel picture thus applies to the doped ribbon, not inside the gap.

At 300 K, kT = 0.026 eV. The three-channel energy lies 0.129 eV above the second band edge, about 5kT, so thermal spreading leaves most carriers within the assumed window. Loss of phase coherence does not by itself remove the plateau. Suppose that scattering within K′ merely exchanges probability between the movers, with n ≥ 1. Let f_R and f_L be the occupations per right and left mover, with f_R = 1 at the left end and f_L = 0 at the right end. The current J = (n+1)f_R − n f_L is constant along the ribbon, and (n+1) df_R/dx = −γ(f_R − f_L), where γ measures the scattering per length. Eliminating f_L gives

df_R/dx = γ(f_R − J)/[n(n+1)].

The difference f_R − J thus grows exponentially towards the right end, where it equals −nJ/(n+1). At the left end of a long ribbon it is negligible, so T_→ = J → 1. If both ends are filled, all occupations are 1 and the current is 1, so T_→ − T_← = 1 as before. Hence T_← → 0 and g → 1 even without localization. Phonons that change valley, however, can reflect the protected mover. They are not included, nor is the redistribution of charge across the heavily doped ribbon. The value 77.5 μS is accordingly the long-ribbon limit for conserved valley, intact edges and reflectionless contacts. The numerical output below gives most of the underlying values.

Calculated quantities

```
hopping 2.7 eV, period 0.246 nm, lines N = 14
ribbon width 2.84 nm
second, third band bottom 0.816, 1.341 eV
one-channel energy 0.540 eV
three-channel energy 0.945 eV
  right mover ka/pi = 1.4457, hbar v/a = 1.901 eV
  right mover ka/pi = 1.3555, hbar v/a = 1.169 eV
  right mover ka/pi = 0.7608, hbar v/a = 1.422 eV
smooth potential rms 0.108 eV, xi 0.738 nm
atomic potential rms 0.540 eV
2e^2/h = 77.48 microsiemens
smooth, 12.3 nm: mean g 2.4380, min 1.4062
  favoured valley eigenvalues 1.00000, 7.19e-01
  intravalley reflection 0.281, valley leakage 2.9e-09
smooth, 49.2 nm: mean g 1.4698, min 1.0067
  favoured valley eigenvalues 1.00000, 2.35e-01
  intravalley reflection 0.765, valley leakage 2.6e-08
smooth, 246.0 nm: mean g 1.0003, min 1.0000
  favoured valley eigenvalues 1.00000, 1.66e-04
  intravalley reflection 1.000, valley leakage 3.6e-07
atomic, 12.3 nm: typical g 1.5
atomic, 49.2 nm: typical g 0.331
atomic, 246.0 nm: typical g 0.00055
one channel, smooth, 246 nm: min g 1.000000
Born amplitude, relative error 1.9e-03
one channel, atomic, 86.1 nm: mean ln T -1.88 +- 0.13 (Born -1.34)
one channel, atomic, 172.2 nm: mean ln T -4.15 +- 0.24 (Born -2.68)
  rms 0.540 eV: mean(-ln T) / Born value = 1.469
  rms 0.270 eV: mean(-ln T) / Born value = 1.035
  rms 0.135 eV: mean(-ln T) / Born value = 1.010
N = 4, energy 1.35 eV, rms 0.324 eV, 196.8 nm:
  mean ln T -3.75 +- 0.17, Born -3.69
momentum transfer qa = 2.375, (qa)^2 = 5.64, decay slope 5.65
localization length at rms 0.108 eV:
  independent atoms 1.61e+03 nm
  xi = 0.123 nm: 9.38e+03 nm
  xi = 0.246 nm: 7.48e+06 nm
  xi = 0.369 nm: 6.34e+09 nm
smooth barrier, N = 14: T = 1.0000 (height E/2), 1.16e-20 (height 2E)
smooth barrier, N = 15: T = 1.0000 (height E/2), 1.00e+00 (height 2E)
one missing edge atom: reflection 0.0037 (one channel)
second-neighbour hopping 0.27 eV: edge level -0.270 eV, excess [1, 1]
mean field, U = t: edge moment 0.273 and gap 0.311 eV at neutrality
  edge moment at the one-channel energy 0.0e+00
doping for 0.540 eV: 1.08e+14 cm^-2
doping for 0.945 eV: 1.61e+14 cm^-2
kT at 300 K 0.0259 eV; three-channel energy above band bottom 0.129 eV
```
